\section*{Magnetic moment induced in chromia by an electric field}

\section*{Setting and data}

Chromia is an antiferromagnet: below its Néel temperature, the moments of its chromium ions point up and down along the trigonal axis and cancel. An electric field along that axis can upset the balance. This question concerns the size of the resulting moment, its origin, and what limits it in a film.

The sample is a single antiferromagnetic domain. Unless a part says otherwise, no magnetic field acts on it. All vectors lie along the trigonal axis, so their components carry the signs. The data are
\[
\alpha=4.0\ \text{ps/m},\qquad E=0.10\ \text{V/nm},\qquad
\Omega=0.024\ \text{nm}^3 .
\]
Here $E$ is the field inside the crystal, $\Omega$ is the volume per chromium, and $\alpha$ is the magnetoelectric coefficient at the working temperature. It is defined by $\mu_0M=\alpha E$, where $M$ is the magnetization. The factor $\mu_0$ belongs to this definition.

The algebra uses Hartree atomic units, in which $\hbar=m_e=e=4\pi\varepsilon_0=1$. Numbers are given in nm and eV.

\section*{Part (a): the linear response}

\textbf{Question.} At fixed temperature, the free-energy density $f$ of the matter, without the vacuum field energy, obeys
\[
df=-P\,dE-\mu_0M\,dH .
\]
The ordered state is unchanged by space inversion combined with time reversal, but by neither alone. Expand $f$ to second order. Find $M$ at $H=0$ and $P$ at $E=0$. What happens in the opposite domain, and what is the first correction to $M$?

\textbf{Answer.} Inversion reverses $E$ and leaves $H$ alone. Time reversal reverses $H$ and leaves $E$ alone. Their combination reverses both, so $f(-E,-H)=f(E,H)$. Terms of odd total order are therefore absent, and to second order
\begin{equation}
f=f_0-\tfrac12\varepsilon_0\chi_eE^2-\tfrac12\mu_0\chi H^2-\alpha EH .
\end{equation}
The coefficients $\chi_e$ and $\chi$ are the electric and magnetic susceptibilities. Differentiation gives
\begin{align}
\mu_0M&=-\frac{\partial f}{\partial H}=\mu_0\chi H+\alpha E,\\
P&=-\frac{\partial f}{\partial E}=\varepsilon_0\chi_eE+\alpha H .
\end{align}
Thus $\mu_0M=\alpha E$ at $H=0$, and $P=\alpha H$ at $E=0$. One coefficient governs both effects because both come from the same term in $f$.

Time reversal alone turns every spin over and produces the opposite domain. It also changes $EH$ into $-EH$, so the opposite domain has coefficient $-\alpha$. If a fraction $p$ of the crystal is in the first domain, the average moment is $(2p-1)$ times the single-domain moment. It vanishes for an equal mixture.

Third-order terms are forbidden. The first correction to $M$ at $H=0$ comes from a term $E^3H$ and varies as $E^3$, so its size relative to the linear term varies as $E^2$.

\section*{Part (b): the moment per chromium}

\textbf{Question.} Show that the induced moment is about $0.0008$ Bohr magneton per chromium.

\textbf{Answer.} Magnetization is moment per volume. The net moment per chromium is therefore
\begin{equation}
m=M\Omega=\frac{\alpha E\Omega}{\mu_0}. \label{moment}
\end{equation}
In atomic units $\varepsilon_0=1/(4\pi)$. Since $\mu_0\varepsilon_0=1/c^2$, we have $\mu_0=4\pi/c^2$. The Bohr magneton $e\hbar/(2m_e)$ becomes $\mu_B=1/2$. Hence
\begin{equation}
\frac{m}{\mu_B}=2\,\frac{c^2}{4\pi}\,\alpha E\Omega
=\frac{(\alpha c)\,c\,E\Omega}{2\pi}.
\end{equation}
To restore units, note that $\alpha$ is an inverse velocity, so $\alpha c$ is a pure number. The remaining $c$ is the speed of light in atomic units, $1/\alpha_{\rm fs}$, where $\alpha_{\rm fs}$ is the fine-structure constant. The atomic unit of field is $E_h/(ea_0)$ and that of volume is $a_0^3$, with $E_h$ the Hartree energy and $a_0$ the Bohr radius. Thus $E\Omega$ becomes $eE\Omega/(E_ha_0^2)$, and
\begin{equation}
\frac{m}{\mu_B}=\frac{\alpha c}{2\pi\alpha_{\rm fs}}\,
\frac{eE\Omega}{E_ha_0^2}.
\end{equation}
The factors are $\alpha c=1.19917\times10^{-3}$, $1/\alpha_{\rm fs}=137.036$, $eE\Omega=0.00240\ \text{eV\,nm}^2$ and $E_ha_0^2=0.076200\ \text{eV\,nm}^2$. Therefore
\begin{equation}
\frac{m}{\mu_B}=
\frac{1.19917\times10^{-3}\times137.036\times0.00240}
{2\pi\times0.076200}=8.24\times10^{-4},
\end{equation}
which is about $0.0008$, as required. Direct evaluation of Eq.~\eqref{moment} in SI units gives the same value, with $\mu_0M=0.400$ mT.

A spin-$3/2$ ion with $g=2$ has a full moment of $3\mu_B$. The induced moment is $2.75\times10^{-4}$ of this: a slight imbalance between large opposing moments.

\section*{Part (c): a microscopic model}

\textbf{Question.} Two sublattices, A and B, have mean spins $s_A$ and $s_B$ per ion, with the positive direction chosen along the magnetic moment. In mean-field theory the energy of one A--B pair is
\begin{equation}
\begin{split}
U={}&-\tfrac12(J_1+w)s_A^2-\tfrac12(J_1-w)s_B^2\\
&+J_2s_As_B-b(s_A+s_B).
\end{split}
\end{equation}
Here $b=g\mu_B\mu_0H$, and the electric field enters through $w=\kappa E$, which makes the sublattices inequivalent. Find the net moment to first order in $w$ and $b$. Show that the model obeys both relations of part (a) with one $\alpha$.

\textbf{Answer.} Each ion feels an effective field, in energy units, $h_i=-\partial U/\partial s_i$:
\begin{align}
h_A&=(J_1+w)s_A-J_2s_B+b,\\
h_B&=(J_1-w)s_B-J_2s_A+b.
\end{align}
Its mean spin is the thermal average over $\mu=-\frac32,-\frac12,\frac12,\frac32$:
\begin{equation}
s_i=\mathcal B(h_i),\qquad
\mathcal B(h)=\frac{\sum_\mu \mu\,e^{\mu h/kT}}{\sum_\mu e^{\mu h/kT}} .
\end{equation}
This function is odd, so its slope is even. Differentiation gives
\begin{equation}
\mathcal B'(h)=\frac{\langle\mu^2\rangle-\langle\mu\rangle^2}{kT}.
\end{equation}

Without fields, $s_A=s$ and $s_B=-s$, with $s=\mathcal B(h_0)$ and $h_0=(J_1+J_2)s$. Now put $s_A=s+u_A$ and $s_B=-s+u_B$. Dropping products of small quantities,
\begin{align}
\delta h_A&=J_1u_A-J_2u_B+ws+b,\\
\delta h_B&=J_1u_B-J_2u_A+ws+b .
\end{align}
In the second line, $-w$ multiplies $-s$, so the drive $ws$ has the same sign on both sublattices. The slope is also the same on both; call it $q=\mathcal B'(h_0)$. Then $u_i=q\,\delta h_i$, and subtraction gives
\begin{equation}
(u_A-u_B)\,[1-q(J_1+J_2)]=0 .
\end{equation}
For $h>0$ the curve $\mathcal B$ is concave and starts at the origin, so its slope at $h_0$ is less than $\mathcal B(h_0)/h_0=1/(J_1+J_2)$. The bracket is positive in the ordered state, and $u_A=u_B=u$. The common equation is
\begin{equation}
u=q\,[(J_1-J_2)u+ws+b],
\end{equation}
with solution
\begin{equation}
u=R\,(ws+b),\qquad R=\frac{q}{1+q(J_2-J_1)} . \label{shift}
\end{equation}
The up moments grow and the down moments shrink by the same amount. The net moment per ion is $m=g\mu_B(s_A+s_B)/2=g\mu_Bu$. At $b=0$, comparison with Eq.~\eqref{moment} gives
\begin{equation}
\alpha=\frac{\mu_0m}{\Omega E}=\frac{\mu_0g\mu_B\kappa sR}{\Omega}. \label{alpha}
\end{equation}

For the polarization, the mean-field free energy is stationary with respect to $s_A$ and $s_B$. Its derivative with respect to $E$ therefore comes from the explicit $w$ in $U$ alone. A pair occupies $2\Omega$, so
\begin{equation}
2\Omega P=-\frac{\partial U}{\partial E}
=\tfrac12\kappa(s_A^2-s_B^2).
\end{equation}
With a magnetic field and $E=0$,
\begin{equation}
s_A^2-s_B^2=(s+u)^2-(-s+u)^2=4su .
\end{equation}
Hence $P=\kappa su/\Omega$. Since $u=Rg\mu_B\mu_0H$, this is $P=\alpha H$ with the $\alpha$ of Eq.~\eqref{alpha}.

\section*{Part (d): limits and numbers}

\textbf{Question.} How does $\alpha$ behave at low temperature and at the Néel temperature $T_N$? Interpret the numerical solution for $T_N=310$ K and a Curie--Weiss temperature $\theta=500$ K, with $\kappa$ chosen so that the largest $\alpha$ is $4.0$ ps/m.

\textbf{Answer.} At low temperature nearly every spin is in its lowest state. The next state has relative weight $e^{-h_0/kT}$ and differs by one unit of spin, so the variance is approximately this weight and
\begin{equation}
q\simeq\frac{e^{-h_0/kT}}{kT}\longrightarrow0 .
\end{equation}
Saturated spins cannot respond, and $\alpha$ vanishes although $s$ is largest.

Near $T_N$ the spins are small. Write $\mathcal B(h)\simeq ah-dh^3$ with $d>0$ and $a=S(S+1)/(3kT)$, where $S=3/2$. With $J=J_1+J_2$, the condition $s=\mathcal B(Js)$ gives, after division by $s$,
\begin{equation}
s^2=\frac{aJ-1}{dJ^3},\qquad
kT_N=\frac{S(S+1)}{3}(J_1+J_2).
\end{equation}
The second relation is the condition $aJ=1$, and it makes $aJ-1=T_N/T-1$. Thus $s$, and with it $\alpha$, falls to zero as $\sqrt{T_N-T}$ within mean-field theory. Above $T_N$ there is no order and no linear magnetoelectric effect. Since $\alpha$ vanishes at both ends, it has a maximum between them.

Above $T_N$, $q=a$ and $R=a/[1+a(J_2-J_1)]$ is proportional to $1/(T+\theta)$, with $k\theta=S(S+1)(J_2-J_1)/3$. The two temperatures then fix $J_1=-6.549$ meV and $J_2=27.920$ meV.

The maximum lies at 230 K, where each sublattice moment is $2.18\mu_B$. The given field corresponds to $w=0.0281$ meV, about a thousandth of $J_2$. The A and B moments shift by $8.241\times10^{-4}\mu_B$ and $8.234\times10^{-4}\mu_B$, both upwards. Their mean is the moment found in part (b).

This agreement tests the link between two separate calculations. The coefficient was obtained from the mixed second difference of the free energy in $E$ and $H$; the moment was obtained from the self-consistent spins in $E$ alone. The value of $\alpha$ itself was an input, not a prediction.

The small difference between the shifts has a definite origin. At $b=0$, replacing $w$ by $-w$, $s_A$ by $-s_B$ and $s_B$ by $-s_A$ leaves the mean-field equations satisfied. Hence $u_A+u_B$ is odd in $E$, while $u_A-u_B$ is even and starts at $E^2$. The departure of the net moment from proportionality to $E$, relative to the linear value, is about $-3\times10^{-7}$ at 230 K and $8\times10^{-6}$ at 300 K.

At 300 K the model coefficient is $2.0$ ps/m, and the same electric field induces $4.1\times10^{-4}\mu_B$, half the value at the maximum. At 20 K the moment is $4\times10^{-10}\mu_B$.

\section*{Part (e): a film magnetized along its normal}

\textbf{Question.} A wide film has its trigonal axis along the normal. The voltage, and hence $E$, is held fixed. By how much does the film's own magnetic field reduce the moment? What applied magnetic field would induce the same moment without $E$? Use the model susceptibility $\chi=1.51\times10^{-3}$ at 230 K.

\textbf{Answer.} The normal component of $\mathbf B$ is continuous and vanishes outside a wide, uniformly magnetized film. Inside, $\mu_0(H+M)=0$, so $H=-M$. Part (a) then gives
\begin{equation}
M=\frac{\alpha E}{\mu_0}-\chi M
\quad\Longrightarrow\quad
M=\frac{\alpha E/\mu_0}{1+\chi}.
\end{equation}
The reduction is $0.15\%$ of the uncorrected moment. Solving the spin equations together with this internal field gives the same reduction.

If a magnetic field $H_a$ is applied along the normal instead of $E$, the field inside the film is $H_a-M$. Then $M=\chi(H_a-M)$, so $M=\chi H_a/(1+\chi)$. This equals the magnetization found above when $\mu_0\chi H_a=\alpha E$, which gives
\begin{equation}
\mu_0H_a=\frac{\alpha E}{\chi}
=\frac{0.400\ \text{mT}}{1.51\times10^{-3}}\simeq0.26\ \text{T}.
\end{equation}
In Eq.~\eqref{shift} this is the field whose Zeeman energy $b$ equals $ws$. The electric field acts on the net moment like a substantial magnetic field, but the stiff antiferromagnet responds weakly to either.

\section*{Part (f): can the film hold the field?}

\textbf{Question.} For a 100 nm film, find the voltage and compare the field with an assumed breakdown field of 2 MV/cm. Estimate tunnelling through a 1 eV triangular barrier, and the field-assisted escape of an electron from a charged trap. Take the optical relative permittivity as $\varepsilon_r=6$.

\textbf{Answer.} The voltage is $0.10\times100=10$ V. The field is $1.0$ MV/cm, half the assumed breakdown field.

For a barrier of height $\phi$ lowered by a force $F=eE$, the tunnelling distance is $\phi/F=10$ nm, which fits inside the film. The WKB probability is of order $e^{-G}$, with
\begin{equation}
G=2\int_0^{\phi/F}\sqrt{2(\phi-Fx)}\,dx
=\frac{4\sqrt2\,\phi^{3/2}}{3F}.
\end{equation}
Restoring $\hbar^2/m_e=E_ha_0^2$ divides this by $\sqrt{E_ha_0^2}$:
\begin{equation}
G=\frac{4\sqrt2\times1^{3/2}}{3\times0.10\times\sqrt{0.0762}}=68.3 .
\end{equation}
The factor $e^{-G}=2\times10^{-30}$ makes this tunnelling path negligible. It assumes the free-electron mass; an effective mass of $0.3m_e$ would raise it to $6\times10^{-17}$, which is still very small. A much lower or much thinner barrier could change that conclusion.

Near a charged trap, the electron's potential energy along the escape direction is $V=-1/(\varepsilon_rr)-Fr$. Setting $dV/dr=1/(\varepsilon_rr^2)-F=0$ gives $r=1/\sqrt{\varepsilon_rF}$. The top of the barrier therefore lies below its zero-field level by
\begin{equation}
\Delta=2\sqrt{F/\varepsilon_r}=0.310\ \text{eV}.
\end{equation}
This is Poole--Frenkel lowering. If the full $\Delta$ enters the Boltzmann factor and the prefactor is unchanged, escape at 300 K is faster than at zero field by $e^{\Delta/kT}=1.6\times10^5$. This is a ratio, not a current; the leakage also depends on the depth and number of the traps. The estimates thus make tunnelling negligible for electrons that start a full 1 eV below the top of the barrier. At 300 K, electrons thermally excited part way up tunnel through a thinner barrier. The largest product of Boltzmann and WKB factors is about $10^{-16}$ for the free mass and $7\times10^{-15}$ for $0.3m_e$, above both $e^{-G}$ and the factor $e^{-\phi/kT}=2\times10^{-17}$ for emission over the top. These thermal paths and leakage through traps are not excluded.

\section*{Part (g): comparison with real chromia}

\textbf{Question.} Which inputs are realistic, and which assumption matters most in a device?

\textbf{Answer.} Real chromia orders near 310 K, and its largest axial coefficient is roughly 4 ps/m, so these inputs are typical. The field of 1 MV/cm is high and suits good thin films rather than bulk crystals. The measured maximum of $\alpha$ lies nearer to $T_N$, at roughly 260--270 K, than the model's 230 K. The model value depends on the assumed $\theta$: it is 216 K for $\theta=1000$ K, 241 K for $\theta=250$ K and 257 K for $\theta=0$, all below the measured range. Neglected spin fluctuations are a plausible cause of the gap, but this is a conjecture. The model also omits orbital magnetism, which matters for the small response at low temperature, and surface magnetization, which is present even at $E=0$. In an ideal single-domain film with equivalent faces, the contributions of the two faces cancel. If the faces differ, the remainder must be added to the film's total moment. It need not be small: with full $3\mu_B$ moments, an ideal face normal to the trigonal axis carries about $2.4$ or $12$ Bohr magnetons per nm$^2$, depending on where the crystal is cut, while the field induces only about $3.4\mu_B$ per nm$^2$ in the whole 100 nm film at 230 K. A device at room temperature breaks the assumption that $\alpha$ has its largest value: in this model, working at 300 K halves the moment. This factor is sensitive to $T_N-T$: it is 0.42 if $T_N$ is 307 K instead of 310 K, and 0.63 at 293 K with $T_N=310$ K. Mixed domains can reduce it further. With three quarters of the volume in one domain, the factor $2p-1$ is one half at any fixed temperature. These two reductions far exceed the demagnetizing and nonlinear corrections. The value in part (b) therefore applies to the interior of a single domain at a temperature where $\alpha$ really is 4 ps/m.

\section*{Numbers as computed}
\begin{verbatim}
magnetoelectric coefficient: 4.0 ps/m
electric field: 0.10 V/nm
volume per Cr: 0.024 nm^3
alpha times c: 1.19917e-03 (pure number)
inverse fine-structure constant: 137.036
e E Omega: 0.00240 eV nm^2
Hartree times Bohr radius squared: 0.076200 eV nm^2
mu0 M: 0.400 mT
magnetization M: 318.3 A/m
moment per Cr, SI road: 8.2375e-04 mu_B
moment per Cr, atomic-unit road: 8.2375e-04 mu_B
moment per Cr in SI: 7.639e-27 A m^2
full spin moment of the ion: 3.0 mu_B
induced/full moment: 2.75e-04
model Neel temperature: 310 K
model Curie-Weiss temperature (size): 500 K
model exchange J1: -6.549 meV
model exchange J2: 27.920 meV
temperature of largest alpha: 230 K
exchange shift w at the field: 0.0281 meV
sublattice moment at peak, E=0: 2.1803 mu_B
moment change, sublattice A: 8.2408e-04 mu_B
moment change, sublattice B: 8.2341e-04 mu_B
model net moment per Cr at peak: 8.2375e-04 mu_B
same, opposite domain: -8.2375e-04 mu_B
model net moment at 20 K: 4.1e-10 mu_B
model net moment at 330 K is below 1e-8 mu_B: True
model alpha at 300 K: 1.99 ps/m
model net moment at 300 K: 4.088e-04 mu_B
relative nonlinearity at peak: -2.7e-07
relative nonlinearity at 300 K: 8.2e-06
model susceptibility at peak: 1.51e-03 (SI, pure number)
film demagnetizing change: -0.151 %
field in device unit: 1.00 MV/cm
assumed rough breakdown field: 2.0 MV/cm
field/breakdown field: 0.50
film thickness: 100 nm
voltage across film: 10.0 V
assumed tunnel barrier: 1.0 eV
tunnel distance: 10.0 nm
WKB exponent: 68.3
WKB tunnelling factor: 2.2e-30
assumed optical permittivity: 6.0
Poole-Frenkel lowering: 0.310 eV
ideal leakage enhancement at 300 K: 1.6e+05
\end{verbatim}
